# Three Foldy-Wouthuysen Steps in an Electromagnetic Field through Order 1/m³: a program that tests the result

```python
"""Foldy-Wouthuysen reduction of the Dirac Hamiltonian through order 1/m^3.

Result under test, with M = m c^2, O = c alpha.(p - qA) (odd), eps = q Phi (even),
X = [O, eps] + i dO/dt and hbar = 1:
  H_FW = beta (M + O^2/2M - O^4/8M^3 - X^2/8M^3) + eps - [O, X]/8M^2.
In fields: O^2 = c^2 (pi^2 - q Sigma.B), X = i c q alpha.E, and
  -[O, X]/8M^2 = -(q/8m^2c^2)(div E + i Sigma.curl E + 2 Sigma.(E x pi)).
Hydrogen (fixed point nucleus, Hartree atomic units, q = -1) is the example.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from sympy.physics.hydrogen import R_nl

# ---------------------------------------------------------------------------
# Exact algebra. A term beta^b * word * M^(-k) has key (b, word, k); the letter
# 'O' anticommutes with beta, 'E' (standing for eps - i d/dt) commutes with it.
# ---------------------------------------------------------------------------
MAX_ORDER = 3


def add(*pieces):
    total = {}
    for factor, expression in pieces:
        for key, value in expression.items():
            total[key] = total.get(key, 0) + factor * value
    return {key: value for key, value in total.items() if value != 0}


def mul(left, right):
    total = {}
    for (b1, w1, k1), v1 in left.items():
        for (b2, w2, k2), v2 in right.items():
            if k1 + k2 > MAX_ORDER:
                continue
            sign = -1 if b2 and w1.count("O") % 2 else 1
            key = ((b1 + b2) % 2, w1 + w2, k1 + k2)
            total[key] = total.get(key, 0) + sign * v1 * v2
    return {key: value for key, value in total.items() if value != 0}


def comm(left, right):
    return add((1, mul(left, right)), (-1, mul(right, left)))


def parity_part(expression, parity):
    return {k: v for k, v in expression.items() if k[1].count("O") % 2 == parity}


def fw_step(K):
    """exp(iS) K exp(-iS) with iS = beta * (odd part of K) / 2M."""
    generator = {((b + 1) % 2, w, k + 1): v * Fraction(1, 2)
                 for (b, w, k), v in parity_part(K, 1).items()}
    total, nested = K, K
    for n in range(1, 7):
        nested = add((Fraction(1, n), comm(generator, nested)))
        total = add((1, total), (1, nested))
    return total


def scaled(b, k, expression):
    return mul({(b, "", k): Fraction(1)}, expression)


rest = {(1, "", -1): Fraction(1)}
odd_op = {(0, "O", 0): Fraction(1)}
even_op = {(0, "E", 0): Fraction(1)}
X_op = comm(odd_op, even_op)
O2 = mul(odd_op, odd_op)
O3 = mul(O2, odd_op)
O4 = mul(O2, O2)
K1 = fw_step(add((1, rest), (1, odd_op), (1, even_op)))
K2 = fw_step(K1)
K3 = fw_step(K2)
even_first = add((1, rest), (1, even_op), (Fraction(1, 2), scaled(1, 1, O2)),
                 (Fraction(-1, 8), scaled(1, 3, O4)),
                 (Fraction(-1, 8), scaled(0, 2, comm(odd_op, X_op))))
even_final = add((1, even_first),
                 (Fraction(-1, 8), scaled(1, 3, mul(X_op, X_op))))
odd_first = add((Fraction(1, 2), scaled(1, 1, X_op)),
                (Fraction(-1, 3), scaled(0, 2, O3)),
                (Fraction(-1, 48),
                 scaled(1, 3, comm(odd_op, comm(odd_op, X_op)))))
XE = comm(X_op, even_op)
assert parity_part(K1, 0) == even_first
assert parity_part(K1, 1) == odd_first
assert parity_part(K2, 0) == even_final
assert parity_part(K3, 0) == even_final
odd_second = parity_part(K2, 1)
leading_second = {k: v for k, v in odd_second.items() if k[2] <= 2}
assert leading_second == add((Fraction(1, 4), scaled(0, 2, XE)))
assert parity_part(K3, 1) == add((Fraction(1, 8), scaled(1, 3, comm(XE, even_op))))
K4 = fw_step(K3)
assert parity_part(K4, 0) == even_final and not parity_part(K4, 1)
print("Lowest power of 1/M in the odd part after steps 1, 2, 3:",
      [min(k[2] for k in parity_part(K, 1)) for K in (K1, K2, K3)])


# ---------------------------------------------------------------------------
# Matrix models: exact spectrum against the reduced upper block.
# ---------------------------------------------------------------------------
def bracket(a, b):
    return a @ b - b @ a


def upper_block(M, O, eps, O_dot, keep_square=1, keep_double=1):
    size = O.shape[-1]
    half = size // 2
    beta = np.diag([1.0] * half + [-1.0] * half)
    X = bracket(O, eps) + 1j * O_dot
    square = O @ O
    H = (beta @ (M * np.eye(size) + square / (2 * M)
                 - square @ square / (8 * M**3)
                 - keep_square * X @ X / (8 * M**3))
         + eps - keep_double * bracket(O, X) / (8 * M**2))
    return H[..., :half, :half]


rng = np.random.default_rng(7)


def random_odd(n):
    block = 0.5 * (rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)))
    zero = np.zeros((n, n))
    return np.block([[zero, block], [block.conj().T, zero]])


def random_even(n):
    zero = np.zeros((n, n))
    blocks = []
    for _ in range(2):
        a = 0.5 * (rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)))
        blocks.append((a + a.conj().T) / 2)
    return np.block([[blocks[0], zero], [zero, blocks[1]]])


O_static, eps_static = random_odd(3), random_even(3)


def static_error(M, **flags):
    beta = np.diag([1.0] * 3 + [-1.0] * 3)
    exact = np.linalg.eigvalsh(beta * M + O_static + eps_static)[3:]
    reduced = np.linalg.eigvalsh(
        upper_block(M, O_static, eps_static, 0 * O_static, **flags))
    return np.max(np.abs(exact - reduced))


def static_power(**flags):
    return np.log2(static_error(100.0, **flags) / static_error(200.0, **flags))


power_full = static_power()
power_no_square = static_power(keep_square=0)
power_no_double = static_power(keep_double=0)
assert power_full > 3.6
assert 2.7 < power_no_square < 3.3
assert 1.7 < power_no_double < 2.3
print("Matrix model, eigenvalue error falls as M^(-p), M = 100 to 200:")
print(f"  p, all terms                  = {power_full:.2f}")
print(f"  p, X^2 term left out          = {power_no_square:.2f}")
print(f"  p, double commutator left out = {power_no_double:.2f}")

# Periodic driving with angular frequency 1: compare Floquet multipliers.
O_a, O_b, O_c = random_odd(2), random_odd(2), random_odd(2)
eps_a, eps_b = random_even(2), random_even(2)
PERIOD = 2 * np.pi
STEPS = 2**15


def driven_parts(times):
    cos_t = np.cos(times)[:, None, None]
    sin_t = np.sin(times)[:, None, None]
    return (O_a + O_b * cos_t + O_c * sin_t, eps_a + eps_b * cos_t,
            -O_b * sin_t + O_c * cos_t)


def multipliers(hamiltonian):
    """Eigenvalues of the one-period propagator, fourth-order Magnus steps."""
    h = PERIOD / STEPS
    middle = (np.arange(STEPS) + 0.5) * h
    H1 = hamiltonian(middle - h * np.sqrt(3) / 6)
    H2 = hamiltonian(middle + h * np.sqrt(3) / 6)
    G = h * (H1 + H2) / 2 - 1j * np.sqrt(3) / 12 * h**2 * bracket(H2, H1)
    values, vectors = np.linalg.eigh(G)
    U = (vectors * np.exp(-1j * values)[:, None, :]) @ np.conj(
        np.swapaxes(vectors, 1, 2))
    while len(U) > 1:
        U = U[1::2] @ U[0::2]
    return np.linalg.eigvals(U[0])


def driven_errors(M):
    beta = np.diag([1.0, 1.0, -1.0, -1.0])

    def full(times):
        O, eps, _ = driven_parts(times)
        return beta * M + O + eps

    def reduced(times, keep_dot):
        O, eps, O_dot = driven_parts(times)
        return upper_block(M, O, eps, keep_dot * O_dot)

    exact = multipliers(full)
    errors = []
    for keep_dot in (1, 0):
        approx = multipliers(lambda times: reduced(times, keep_dot))
        gaps = np.abs(approx[:, None] - exact[None, :]).min(axis=1)
        errors.append(gaps.max() / PERIOD)
    return errors


driven_30, driven_60 = driven_errors(30.0), driven_errors(60.0)
driven_power = np.log2(driven_30[0] / driven_60[0])
assert driven_power > 3.4
assert driven_60[1] > 20 * driven_60[0]
print("Driven matrix model, quasienergy error (model units), M = 60:")
print(f"  with dO/dt = {driven_60[0]:.2e}, without dO/dt = {driven_60[1]:.2e}")
print(f"  error power p with dO/dt, M = 30 to 60 = {driven_power:.2f}")

# ---------------------------------------------------------------------------
# Field identities: differential operators acting on a polynomial spinor.
# ---------------------------------------------------------------------------
x, y, z, t = sp.symbols("x y z t", real=True)
q, cs = sp.symbols("q c", positive=True)
space = (x, y, z)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
alpha = [sp.Matrix(sp.BlockMatrix([[sp.zeros(2), s], [s, sp.zeros(2)]]))
         for s in pauli]
Sigma = [sp.diag(s, s) for s in pauli]
Phi = x**2 * y + x * z * t + y * z**2
A = [y * z * t, x**2 * t + z, x * y + z * t**2]
E_field = [-sp.diff(Phi, s) - sp.diff(a, t) for s, a in zip(space, A)]


def curl(F):
    return [sp.diff(F[2], y) - sp.diff(F[1], z),
            sp.diff(F[0], z) - sp.diff(F[2], x),
            sp.diff(F[1], x) - sp.diff(F[0], y)]


def total(terms):
    return sum(terms, sp.zeros(4, 1)).applyfunc(sp.expand)


def pi_op(k, spinor):
    return (-sp.I * spinor.diff(space[k]) - q * A[k] * spinor).applyfunc(sp.expand)


def O_op(spinor):
    return total([cs * alpha[k] * pi_op(k, spinor) for k in range(3)])


def even_K(spinor):
    return (q * Phi * spinor - sp.I * spinor.diff(t)).applyfunc(sp.expand)


def X_on(spinor):
    return (O_op(even_K(spinor)) - even_K(O_op(spinor))).applyfunc(sp.expand)


def same(left, right):
    return (left - right).applyfunc(sp.expand) == sp.zeros(4, 1)


psi = sp.Matrix([x * y + t, z**2 + sp.I * x, 1 + y * t, x - sp.I * z * y])
B_field = curl(A)
E_curl = curl(E_field)
assert any(sp.expand(component) != 0 for component in E_curl)
pi_psi = [pi_op(k, psi) for k in range(3)]
assert same(O_op(O_op(psi)), total(
    [cs**2 * (pi_op(k, pi_psi[k]) - q * B_field[k] * Sigma[k] * psi)
     for k in range(3)]))
X_psi = X_on(psi)
assert same(X_psi, total([sp.I * cs * q * E_field[k] * alpha[k] * psi
                          for k in range(3)]))
assert same(X_on(X_psi), total([-cs**2 * q**2 * E_field[k]**2 * psi
                                for k in range(3)]))
double_commutator = (O_op(X_psi) - X_on(O_op(psi))).applyfunc(sp.expand)
divergence = sum(sp.diff(E_field[k], space[k]) for k in range(3))
field_terms = [divergence * psi]
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    field_terms.append(sp.I * E_curl[k] * Sigma[k] * psi)
    field_terms.append(2 * Sigma[k] * (E_field[i] * pi_psi[j]
                                       - E_field[j] * pi_psi[i]))
assert same(double_commutator, q * cs**2 * total(field_terms))

# ---------------------------------------------------------------------------
# Hydrogen: first-order shifts against a power-series Dirac solution.
# ---------------------------------------------------------------------------
mp.mp.dps = 50
c_au = 1 / constants.fine_structure
hartree_GHz = constants.physical_constants["hartree-hertz relationship"][0] / 1e9
r = sp.symbols("r", positive=True)


def radial_integral(expression):
    return float(sp.integrate(sp.expand(expression), (r, 0, sp.oo)))


def dirac_energy(n, kappa, c_value):
    """Binding energy E - c^2 with the large component zero at r = 30 n."""
    c = mp.mpf(c_value)
    w = 1 / c
    gamma = mp.sqrt(kappa**2 - w**2)
    radius = mp.mpf(30 * n)

    def large_at_wall(energy):
        P, Q = mp.mpf(1), (gamma + kappa) * c
        value, power = P, mp.mpf(1)
        for k in range(1, 300):
            a, d = gamma + k + kappa, gamma + k - kappa
            s1, s2 = (2 * c + energy / c) * Q, -(energy / c) * P
            det = a * d + w * w
            P, Q = (d * s1 + w * s2) / det, (a * s2 - w * s1) / det
            power *= radius
            value += P * power
        return value

    e0 = -mp.mpf(1) / (2 * n * n)
    e1 = e0 - mp.mpf("1e-5")
    f0, f1 = large_at_wall(e0), large_at_wall(e1)
    for _ in range(15):
        step = -f1 * (e1 - e0) / (f1 - f0)
        e0, f0, e1 = e1, f1, e1 + step
        if abs(step) < mp.mpf("1e-28"):
            return e1
        f1 = large_at_wall(e1)
    raise RuntimeError("secant search did not converge")


print(f"Speed of light c = {c_au:.6f} atomic units")
print("Hydrogen shifts from -1/(2 n^2), in microhartree:")
print("  state   mass-vel.  spin-orbit    Darwin       sum     Dirac")
states = [("1s1/2", 1, 0, 0.5, -1), ("2s1/2", 2, 0, 0.5, -1),
          ("2p1/2", 2, 1, 0.5, 1), ("2p3/2", 2, 1, 1.5, -2)]
sums, diracs, residuals = {}, {}, {}
for name, n, l, j, kappa in states:
    R = R_nl(n, l, r, 1)
    p2R = sp.expand(-sp.diff(R, r, 2) - 2 * sp.diff(R, r) / r
                    + l * (l + 1) * R / r**2)
    p4 = radial_integral(p2R**2 * r**2)
    inverse_cube = radial_integral(R**2 / r) if l else 0.0
    S_dot_L = (j * (j + 1) - l * (l + 1) - 0.75) / 2
    density_origin = float(R.subs(r, 0))**2 / (4 * np.pi)
    coefficients = (-p4 / 8, S_dot_L * inverse_cube / 2,
                    np.pi * density_origin / 2)
    remainder = []
    for c_value in (c_au, 2 * c_au):
        shift = dirac_energy(n, kappa, c_value) + mp.mpf(1) / (2 * n * n)
        remainder.append(float(shift - mp.mpf(sum(coefficients)) / c_value**2))
        if c_value == c_au:
            diracs[name] = float(shift)
    sums[name] = sum(coefficients) / c_au**2
    residuals[name] = remainder[0]
    assert abs(remainder[0]) < 1e-3 * abs(sums[name])
    assert abs(remainder[0] / remainder[1] - 16) < 0.1
    mv, so, dw = (1e6 * value / c_au**2 for value in coefficients)
    print(f"  {name}  {mv:10.5f}  {so:10.5f}{dw:10.5f}"
          f"{1e6 * sums[name]:10.5f}{1e6 * diracs[name]:10.5f}")
print("Dirac shift minus sum, in hartree:")
for name in residuals:
    print(f"  {name}: {residuals[name]:.3e}")
assert abs(diracs["2s1/2"] - diracs["2p1/2"]) < 1e-15
split_fw = sums["2p3/2"] - sums["2p1/2"]
split_dirac = diracs["2p3/2"] - diracs["2p1/2"]
print(f"2p splitting, reduced Hamiltonian = {1e6 * split_fw:.5f} microhartree"
      f" = {split_fw * hartree_GHz:.4f} GHz")
print(f"2p splitting, Dirac               = {1e6 * split_dirac:.5f} microhartree"
      f" = {split_dirac * hartree_GHz:.4f} GHz")

inverse_fourth_2p = radial_integral(R_nl(2, 1, r, 1)**2 / r**2)
print(f"2p mean of 1/r^4 = {inverse_fourth_2p:.6f} bohr^-4")
print(f"2p shift from the E^2 term = {inverse_fourth_2p / (8 * c_au**4):.3e} hartree")


def cut_inverse_fourth_1s(cutoff):
    """Integral of R_1s^2 / r^2 from the cutoff outward, with r = exp(s)."""
    return quad(lambda s: 4 * np.exp(-2 * np.exp(s) - s),
                np.log(cutoff), np.log(40.0), limit=200)[0]


cut_1, cut_2 = cut_inverse_fourth_1s(1e-3), cut_inverse_fourth_1s(5e-4)
assert 1.9 < cut_2 / cut_1 < 2.1
print("1s mean of 1/r^4 outside a cutoff radius, in bohr^-4:")
print(f"  cutoff 0.0010 bohr: {cut_1:.1f};  cutoff 0.0005 bohr: {cut_2:.1f}")

# ---------------------------------------------------------------------------
# g factor of the 1s electron: A = B (z_hat x r)/2, spin up, linear in B.
# ---------------------------------------------------------------------------
sig = [np.array(s.tolist(), dtype=complex) for s in pauli]
alp = [np.array(a.tolist(), dtype=complex) for a in alpha]
gamma_1s = np.sqrt(1 - 1 / c_au**2)
small_ratio = (1 - gamma_1s) * c_au
spin_up = np.array([1.0, 0.0], dtype=complex)


def angular_spinor(n):
    sigma_n = sum(n[k] * sig[k] for k in range(3))
    return np.concatenate([spin_up, 1j * small_ratio * sigma_n @ spin_up])


def dirac_1s(position):
    distance = np.linalg.norm(position)
    return (distance**(gamma_1s - 1) * np.exp(-distance)
            * angular_spinor(position / distance))


# The spinor must solve the Dirac equation with energy c^2 * gamma_1s.
point, h = np.array([0.6, -0.5, 0.8]), 1e-4
value = dirac_1s(point)
H_value = (c_au**2 * np.array([1, 1, -1, -1]) * value
           - value / np.linalg.norm(point))
for k in range(3):
    shift_k = h * np.eye(3)[k]
    slope = (dirac_1s(point + shift_k) - dirac_1s(point - shift_k)) / (2 * h)
    H_value = H_value - 1j * c_au * alp[k] @ slope
assert np.max(np.abs(H_value - c_au**2 * gamma_1s * value)) < 1e-5

nodes, weights = np.polynomial.legendre.leggauss(8)
current_average, cross_average = 0.0, 0.0
for cos_theta, weight in zip(nodes, weights):
    sin_theta = np.sqrt(1 - cos_theta**2)
    for phi in 2 * np.pi * np.arange(8) / 8:
        n = np.array([sin_theta * np.cos(phi), sin_theta * np.sin(phi), cos_theta])
        a_dir = np.array([-n[1], n[0], 0.0]) / 2
        spinor = angular_spinor(n)
        alpha_a = sum(a_dir[k] * alp[k] for k in range(3))
        current_average += weight / 16 * np.vdot(spinor, alpha_a @ spinor).real
        cross_average += weight / 16 * np.cross(n, a_dir)[2]
mean_r = (quad(lambda s: s**(2 * gamma_1s + 1) * np.exp(-2 * s), 0, 40)[0]
          / quad(lambda s: s**(2 * gamma_1s) * np.exp(-2 * s), 0, 40)[0])
g_dirac = 4 * c_au * current_average * mean_r / (1 + small_ratio**2)

R1 = R_nl(1, 0, r, 1)
mean_p2 = radial_integral(sp.diff(R1, r)**2 * r**2)
mean_inverse_r = radial_integral(R1**2 * r)
g_zeeman = 2.0
g_kinetic = -mean_p2 / c_au**2
g_spin_orbit = cross_average * mean_inverse_r / c_au**2
g_reduced = g_zeeman + g_kinetic + g_spin_orbit
assert abs(g_dirac - g_reduced) < 1e-8
assert min(abs(g_kinetic), abs(g_spin_orbit)) > 1e-5
print("1s electron g factor (dimensionless, no QED correction):")
print(f"  Zeeman term                        = {g_zeeman:.9f}")
print(f"  kinetic-Zeeman cross term          = {g_kinetic:.9f}")
print(f"  vector potential in spin-orbit     = {g_spin_orbit:.9f}")
print(f"  sum, reduced Hamiltonian           = {g_reduced:.9f}")
print(f"  Dirac spinor, first order in B     = {g_dirac:.9f}")

print("all assertions hold")
```

Printed output:

```
Lowest power of 1/M in the odd part after steps 1, 2, 3: [1, 2, 3]
Matrix model, eigenvalue error falls as M^(-p), M = 100 to 200:
  p, all terms                  = 4.01
  p, X^2 term left out          = 3.00
  p, double commutator left out = 2.00
Driven matrix model, quasienergy error (model units), M = 60:
  with dO/dt = 1.72e-08, without dO/dt = 8.13e-06
  error power p with dO/dt, M = 30 to 60 = 3.97
Speed of light c = 137.035999 atomic units
Hydrogen shifts from -1/(2 n^2), in microhartree:
  state   mass-vel.  spin-orbit    Darwin       sum     Dirac
  1s1/2   -33.28210     0.00000  26.62568  -6.65642  -6.65660
  2s1/2    -5.40834     0.00000   3.32821  -2.08013  -2.08019
  2p1/2    -0.97073    -1.10940   0.00000  -2.08013  -2.08019
  2p3/2    -0.97073     0.55470   0.00000  -0.41603  -0.41603
Dirac shift minus sum, in hartree:
  1s1/2: -1.772e-10
  2s1/2: -5.816e-11
  2p1/2: -5.816e-11
  2p3/2: -2.769e-12
2p splitting, reduced Hamiltonian = 1.66410 microhartree = 10.9493 GHz
2p splitting, Dirac               = 1.66416 microhartree = 10.9496 GHz
2p mean of 1/r^4 = 0.041667 bohr^-4
2p shift from the E^2 term = 1.477e-11 hartree
1s mean of 1/r^4 outside a cutoff radius, in bohr^-4:
  cutoff 0.0010 bohr: 3946.9;  cutoff 0.0005 bohr: 7941.4
1s electron g factor (dimensionless, no QED correction):
  Zeeman term                        = 2.000000000
  kinetic-Zeeman cross term          = -0.000053251
  vector potential in spin-orbit     = 0.000017750
  sum, reduced Hamiltonian           = 1.999964499
  Dirac spinor, first order in B     = 1.999964499
all assertions hold
```
